# Transistor self-heating when thermal conductivity falls as inverse temperature

## Question

I have a thermal model of a transistor on a substrate whose back face is held at 300 K. With a constant thermal conductivity it predicts a steady peak rise of 100 K. The material's conductivity, however, is proportional to $1/T$, and I am asked to show that the rise is then about 119 K.

I can see that the rise must go up, because hot material conducts less well. But the conductivity now differs from point to point, and I don't know which temperature to put into it: that of the hot spot, that of the sink, or something in between. The heat also spreads sideways under the device, so I expected the answer to depend on the geometry. How can one number follow from the 100 K alone?

## Answer

You don't have to choose a temperature. A change of variable turns the nonlinear problem into the constant-conductivity problem you have already solved, and the geometry stays inside your 100 K.

### What has to be assumed

Let $T_0=300$ K be the sink temperature. I take the following as given.

- The state is steady, and the dissipated power density $Q(\mathbf r)$ does not respond to temperature.
- Along the whole heat path $k(\mathbf r,T)=k_0(\mathbf r)\,T_0/T$. The prefactor may vary in space, but the temperature factor is the same everywhere. The temperature is continuous along the path: there is no interface resistance.
- The sink surface is at $T_0$. Every other surface is insulated or carries a prescribed heat flux.
- Your constant-conductivity model used $k_0$, the conductivity at 300 K.

The last point matters because "constant conductivity" does not say at which temperature the constant was taken.

### The change of variable

The heat flux is $\mathbf q=-k\nabla T$, and in steady state $\nabla\cdot\mathbf q=Q$. Therefore

$$\nabla\cdot\left(k_0\frac{T_0}{T}\nabla T\right)+Q=0 .$$

Define the Kirchhoff variable, which adds up temperature steps weighted by the relative conductivity:

$$\theta=\int_{T_0}^{T}\frac{T_0}{T'}\,dT'=T_0\ln\frac{T}{T_0}.$$

By the chain rule,

$$\nabla\theta=\frac{d\theta}{dT}\nabla T=\frac{T_0}{T}\nabla T ,$$

so $k\nabla T=k_0\nabla\theta$. Inserting this in the heat equation gives

$$\nabla\cdot(k_0\nabla\theta)+Q=0 .$$

On the sink $T=T_0$, hence $\theta=0$. On the other surfaces the outward flux is $-k\,\partial T/\partial n=-k_0\,\partial\theta/\partial n$, so a prescribed flux in $T$ is the same prescribed flux in $\theta$.

Now let $D(\mathbf r)$ be the temperature rise in your constant-conductivity model. It obeys $\nabla\cdot(k_0\nabla D)+Q=0$ with $D=0$ on the sink and the same prescribed fluxes elsewhere. These are the equations for $\theta$.

It remains to show that they have one solution. Put $u=\theta-D$. The sources cancel, so $\nabla\cdot(k_0\nabla u)=0$. Multiply by $u$, integrate over the body and use the divergence theorem:

$$0=\int u\,\nabla\cdot(k_0\nabla u)\,dV=\oint u\,k_0\frac{\partial u}{\partial n}\,dS-\int k_0|\nabla u|^2\,dV .$$

The surface term vanishes: on the sink $u=0$, and elsewhere the two fluxes are equal, so $k_0\,\partial u/\partial n=0$. Since $k_0>0$, the last integral can vanish only if $\nabla u=0$. Then $u$ is constant in the connected body, and it is zero on the sink. Thus $\theta=D$ at every point.

### The number

Solve $T_0\ln(T/T_0)=D$ for the temperature:

$$T=T_0e^{D/T_0},\qquad \Delta T=T-T_0=T_0\left(e^{D/T_0}-1\right).$$

With $D=100$ K,

$$\Delta T=300\ \text{K}\times(1.39561-1)=118.7\ \text{K},$$

which is the required 119 K. The peak is at 418.7 K, or 145.5 °C.

This answers your worry about geometry. Shape, spreading and the position of the source all affect $D$. Once $D$ is known at a point, the temperature there follows from $D$ and $T_0$.

The heat flux is also the same in the two problems, since $k\nabla T=k_0\nabla D$. The heat does not look for a new route. Where the material is hotter, the temperature gradient grows by the factor $T/T_0$ to drive the same flux through a poorer conductor.

### Where the extra 19 K comes from

Expanding the exponential gives

$$\Delta T=D+\frac{D^2}{2T_0}+\frac{D^3}{6T_0^2}+\frac{D^4}{24T_0^3}+\dots$$

For $D=100$ K the terms are 100, 16.67, 1.85 and 0.15 K. For $D\ll T_0$ the correction is thus close to $D^2/(2T_0)$, quadratic in the power. At larger $D$ the growth is exponential: $D=50$ K becomes 54.4 K, while $D=200$ K becomes 284.3 K.

You can now see what your candidate temperatures would have done. The sink value of $k$ gives 100 K, which is too low. The conductivity at the true peak is lower by the factor 1.396; using it everywhere would give a rise of 139.6 K, which is too high, because most of the path is cooler than the peak.

A suitable intermediate temperature does better. Suppose the constant had been taken at 350 K, and that model had predicted 100 K. Since $k(350\ \text{K})=k_0\times300/350$, the same power with $k_0$ gives

$$D=100\ \text{K}\times\frac{300}{350}=85.7\ \text{K},$$

and the true rise is $300\,(e^{85.7/300}-1)=99.2$ K. A model built that way already contains the whole correction, and here slightly more, so raising its 100 K to 119 K would count the effect twice.

### A transistor with these numbers

Take a lateral gallium-nitride power transistor on a gallium-nitride substrate. One material then carries the heat, and scattering of phonons by phonons makes its conductivity fall roughly as $1/T$. I use rough values: $k_0=160$ W/(m K), a heated strip of width $w=20$ µm under each finger, a finger pitch $p=200$ µm, and a substrate of thickness $H=300$ µm with its back face at 300 K. I assume many parallel fingers, each much longer than the substrate is thick, so one period of a two-dimensional problem is enough.

Let $P'$ be the power per unit finger width, released uniformly over the strip at the surface. With $x$ measured from the strip centre, the surface flux is $P'/w$ for $|x|<w/2$ and zero in the rest of the cell. It is even and has period $p$, so it is a cosine series with wavenumbers $a_n=2\pi n/p$. Its mean is $P'/p$, and its other coefficients are

$$\frac{2}{p}\int_{-w/2}^{w/2}\frac{P'}{w}\cos(a_nx)\,dx=\frac{2P'}{p}\,s_n,\qquad s_n=\frac{\sin(a_nw/2)}{a_nw/2}.$$

At depth $z$, each term must satisfy Laplace's equation and vanish at $z=H$. This gives

$$D(x,z)=A_0(H-z)+\sum_{n\ge1}A_n\cos(a_nx)\frac{\sinh[a_n(H-z)]}{\cosh(a_nH)} .$$

The flux into the surface is

$$-k_0\left.\frac{\partial D}{\partial z}\right|_{z=0}=k_0A_0+\sum_{n\ge1}k_0a_nA_n\cos(a_nx).$$

Matching coefficients gives $A_0=P'/(k_0p)$ and $A_n=2P's_n/(k_0pa_n)$. At the strip centre, $x=z=0$,

$$D=\frac{P'}{k_0}F,\qquad F=\frac{H}{p}+\frac{2}{p}\sum_{n\ge1}\frac{s_n\tanh(a_nH)}{a_n}.$$

The first part of $F$ is uniform flow through the slab, $300/200=1.5$. The second is the spreading from the narrow strip, which sums to 0.6873. With $F=2.1873$, the power that makes $D=100$ K is

$$P'=\frac{k_0D}{F}=\frac{160\times100}{2.1873}\ \text{W/m}=7.31\ \text{W/mm}.$$

The thermal resistance, peak rise divided by $P'$, is 13.7 K mm/W with constant conductivity and 16.2 K mm/W with the $1/T$ law. The second value belongs to this power; it is not a constant of the device.

I also solved the nonlinear heat equation for this cell by finite volumes, with $T$ itself as the unknown and without the Kirchhoff variable. The peak rise was 118.65 K, against 118.68 K from the formula. The same grid with constant conductivity gave 99.98 K instead of 100 K, so a difference of this size is expected from the grid. Under the strip centre the two runs gave:

| Depth (µm) | Constant $k$ (K) | $k\propto1/T$ (K) |
|---|---|---|
| 9.9 | 83.60 | 96.41 |
| 51.4 | 59.97 | 66.39 |
| 153.8 | 33.53 | 35.47 |

The correction fades towards the sink, as $D^2/(2T_0)$ suggests. Applying the exponential to the constant-conductivity field reproduced the nonlinear field to within 0.001 K at every node. The heat flows through the cell faces agreed to about one part in a million of the largest flow.

### When the heat path has two laws

Suppose half of the 100 K arises in a layer whose conductivity does not depend on temperature, in series with a layer that follows $1/T$, and that the interface between them is at one uniform temperature. No single temperature factor then covers the path, and the order of the layers matters.

With the fixed-conductivity layer next to the sink, the temperature first rises by 50 K to 350 K. In the other layer $T_0\ln(T/350\ \text{K})=50$ K, because the integral now starts at 350 K. Hence

$$T=350\ \text{K}\times e^{50/300}=413.5\ \text{K},$$

a rise of 113.5 K. With the layers exchanged, the $1/T$ layer starts at 300 K and ends at $300\,e^{50/300}=354.4$ K. The fixed layer adds 50 K, and the total rise is 104.4 K. The first order is worse because the temperature-dependent layer works at a higher temperature.

### When the law is steeper

For $k=k_0(T_0/T)^m$ with $m>1$, the same derivation holds with a different integral:

$$D=\int_{T_0}^{T}\left(\frac{T_0}{T'}\right)^m dT'=\frac{T_0}{m-1}\left[1-\left(\frac{T}{T_0}\right)^{1-m}\right].$$

Isolating the power of $T$ and raising both sides to $-1/(m-1)$ gives

$$T=T_0\left[1-(m-1)\frac{D}{T_0}\right]^{-1/(m-1)} .$$

This holds for $D<T_0/(m-1)$; at or above that value the model has no steady state. As $m\to1$ the limit moves to infinity and the formula tends to $T_0e^{D/T_0}$. For $D=100$ K the rise is 123.6 K if $m=1.2$ and 129.0 K if $m=1.4$. An uncertain exponent therefore moves the answer by several kelvin, so the decimals of 118.7 K belong to the model and not to a device.

### When the power responds to temperature

The circuit may fix the voltage or the current instead of the power. As a rough model, let the channel resistance grow as $T^{1.5}$, evaluated at the peak temperature. Let $D=100$ K now refer to the power that the channel would dissipate at 300 K.

At fixed voltage the power is $V^2/R$, which falls as $T^{-1.5}$. The constant-conductivity rise falls with it, so

$$T_0\ln\frac{T}{T_0}=D\left(\frac{T}{T_0}\right)^{-1.5}.$$

The numerical solution is a rise of 79.3 K, less than the original 100 K.

At fixed current the power is $I^2R$, and the exponent changes sign. With $y=T/T_0$ the condition becomes

$$D=T_0\,\frac{\ln y}{y^{1.5}} .$$

The derivative of the right side is proportional to $1-1.5\ln y$, so its maximum lies at $\ln y=1/1.5$, where $y^{1.5}=e$. A steady state therefore requires

$$D\le\frac{T_0}{1.5\,e}=73.6\ \text{K}.$$

Our 100 K lies above this limit: in this model the device would heat up without settling. Using the peak temperature for the whole channel overstates the feedback, since the rest is cooler, but the result shows that fixed power is a real condition behind the 119 K. The resistor picture is itself crude at this load: with a sheet resistance of roughly 400 Ω per square over the 20 µm strip, 7.31 W/mm needs about 1 A/mm, close to the saturation current of such a transistor. The 79.3 K and the 73.6 K therefore belong to this model and are not predictions for a device.

### Beside a real device

The example is a heavy load. The mean flux through the back face is $P'/p=3.66$ kW/cm², which is very hard to remove while holding that face at 300 K. In a package, the back face warms up. A die-attach layer of roughly 0.5 mm² K/W alone lifts the back face by 18.3 K, to 318.3 K. Starting the Kirchhoff integral there gives $T=318.3\ \text{K}\times e^{1/3}$, a peak rise of 144.2 K above 300 K, and the package and heat sink would add more. If the transistor sits on a different substrate material, that brings in a second conductivity law and an interface resistance. Heat can also be concentrated near the gate edge instead of spread over 20 µm; at given power that raises $D$. The relation between $D$ and $T$ stays the same only while the heated region is much wider than the phonon mean free paths, because the heat equation itself assumes this. Phonons with paths of roughly 1 µm add a rise on the scale of strip flux times path over $k_0$. That is about 2.3 K for the 20 µm strip, but tens of kelvin if the same power enters through a strip 1 µm wide. Air cooling of the top surface, at roughly 10 W/(m² K), removes less than $10^{-4}$ of the heat.

So for your exercise, state that the power is fixed, that the 100 K was computed with the 300 K conductivity, that the $1/T$ law holds all the way to the 300 K sink with no interface resistance, and that every other surface is insulated or carries a prescribed flux. Under these conditions $300\,(e^{1/3}-1)\approx119$ K follows for any geometry. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
Sink temperature: 300 K
Constant-conductivity rise D: 100 K
Factor exp(D/T0): 1.39561
True temperature: 418.68 K
True temperature: 145.5 deg C
True rise: 118.68 K
Extra rise: 18.68 K
Expansion term of order 1: 100.000 K
Expansion term of order 2: 16.667 K
Expansion term of order 3: 1.852 K
Expansion term of order 4: 0.154 K
True rise for D = 25 K: 26.1 K
True rise for D = 50 K: 54.4 K
True rise for D = 200 K: 284.3 K
Conductivity at 300 K (rough): 160 W/(m K)
Conductivity at true peak: 114.6 W/(m K)
Heated strip width: 20 um
Finger pitch: 200 um
Substrate thickness: 300 um
Shape factor, slab part: 1.5000 (no unit)
Shape factor, spreading part: 0.6873 (no unit)
Shape factor, total: 2.1873 (no unit)
Power per finger width for D = 100 K: 7.31 W/mm
Thermal resistance, constant k: 13.67 K mm/W
Thermal resistance, true: 16.22 K mm/W
Finite-volume peak rise, constant k: 99.98 K
Finite-volume peak rise, k as 1/T: 118.65 K
Below strip centre at 9.9 um: constant k 83.60 K, true 96.41 K
Below strip centre at 51.4 um: constant k 59.97 K, true 66.39 K
Below strip centre at 153.8 um: constant k 33.53 K, true 35.47 K
Largest node error of the formula: 8.1e-04 K
Same, graded anisotropic k0: 2.9e-04 K
Largest relative change of heat flow: 1.3e-06
k frozen at 350 K predicts 100 K; true: 99.21 K
Equivalent D with k frozen at 300 K: 85.71 K
Half of D in fixed-k layer at sink: rise 113.5 K
Half of D in fixed-k layer at source: rise 104.4 K
Rise if k falls as T^-1.2: 123.6 K
Rise if k falls as T^-1.4: 129.0 K
Mean heat flux at back face: 3.66 kW/cm2
Heat flux in strip: 36.6 kW/cm2
Die-attach resistance (rough): 0.5 mm2 K/W
Back-face rise from die attach: 18.3 K
Peak rise above 300 K with die attach: 144.2 K
Long phonon mean free path (rough): 1.0 um
Scale of ballistic extra rise: 2.3 K
Air cooling coefficient (rough): 10 W/(m2 K)
Upper bound on heat fraction lost to air: 3.2e-05
Channel-resistance exponent (rough): 1.5
Rise at fixed voltage: 79.3 K
Largest D with steady state at fixed current: 73.6 K
```
